# Why squared diagonal transmission amplitudes are not generally eigenchannel transmissions: a numerical check

```python
"""
Claim under test: eigenchannel transmissions are squared singular values of the
flux-normalised transmission matrix t, not its squared diagonal elements.
t[m, n]: amplitude from left-lead mode n to right-lead mode m; r: reflection.
Model: chain with two degenerate orbitals per site, hopping -GAMMA, and one
constriction site with principal orbital energies LEVELS. The lead orbital axes
make angles a_left and a_right with the constriction's principal axes.
Energies are in eV; noise is a one-sided low-frequency spectral density.
"""
from itertools import combinations
import numpy as np
from scipy.constants import e, h, k as k_boltzmann
from scipy.special import expit

GAMMA = 1.0
LEVELS = np.array([1.0, 4.0])
VOLTAGE = 0.1
TEMPERATURE = 300.0
ANGLE = np.deg2rad(30.0)
G0 = 2 * e**2 / h
KT = k_boltzmann * TEMPERATURE / e


def rotation(a):
    return np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])


def scatter(energy, a_left, a_right, levels=LEVELS, bypass=0.0,
            lead_levels=(0.0, 0.0)):
    """Solve the Schroedinger equation on five sites with open ends."""
    reach = 2
    lead_levels = np.array(lead_levels)
    left, right = rotation(a_left), rotation(a_right)
    ham = np.zeros((10, 10))
    for site in range(5):
        b = slice(2 * site, 2 * site + 2)
        ham[b, b] = np.diag(levels if site == 2 else lead_levels)
    hops = {(0, 1): -GAMMA * np.eye(2), (1, 2): -GAMMA * left.T,
            (2, 3): -GAMMA * right, (3, 4): -GAMMA * np.eye(2),
            (1, 3): -bypass * left.T @ right}
    for (i, j), hop in hops.items():
        ham[2*i:2*i+2, 2*j:2*j+2] = hop
        ham[2*j:2*j+2, 2*i:2*i+2] = hop.T
    k = np.arccos(-(energy - lead_levels) / (2 * GAMMA))
    matrix = energy * np.eye(10) - ham + 0j
    matrix[:2, :2] += GAMMA * np.diag(np.exp(1j * k))
    matrix[-2:, -2:] += GAMMA * np.diag(np.exp(1j * k))
    phase = np.exp(-1j * k * reach)
    source = np.zeros((10, 2), complex)
    source[:2] = np.diag(2j * GAMMA * np.sin(k) * phase)
    psi = np.linalg.solve(matrix, source)
    flux = np.sqrt(np.sin(k)[:, None] / np.sin(k)[None, :])
    r = (psi[:2] - np.diag(phase)) * phase[:, None] * flux
    t = psi[-2:] * phase[:, None] * flux
    assert np.allclose(r.conj().T @ r + t.conj().T @ t, np.eye(2), atol=1e-11)
    return r, t


def channels(t):
    return np.linalg.svd(t, compute_uv=False)**2


def diagonals(t):
    return np.abs(np.diag(t))**2


def column_sums(t):
    return np.sum(np.abs(t)**2, axis=0)


def fano(p):
    return np.sum(p * (1 - p)) / np.sum(p)


def analytic_amplitudes(energy):
    sine = np.sqrt(1 - (energy / (2 * GAMMA))**2)
    return 1 / (1 + 1j * LEVELS / (2 * GAMMA * sine))


def analytic_channels(energy):
    width = 4 * GAMMA**2 - np.asarray(energy)[..., None]**2
    return width / (width + LEVELS**2)


def pair_counting(r, t):
    """Both left modes filled: probabilities of 0, 1, 2 transmitted electrons."""
    out = np.vstack([r, t])
    prob = np.zeros(3)
    for rows in combinations(range(4), 2):
        number = sum(row >= 2 for row in rows)
        prob[number] += abs(np.linalg.det(out[list(rows)]))**2
    return prob


def independent_counting(p):
    return np.array([np.prod(1 - p), p[0]*(1-p[1]) + p[1]*(1-p[0]), np.prod(p)])


# Solver against the analytic amplitudes, for unrelated lead rotations
rng = np.random.default_rng(4)
for energy in (-0.7, 0.0, 0.9):
    for _ in range(8):
        al, ar = rng.uniform(0, 2 * np.pi, 2)
        _, t_test = scatter(energy, al, ar)
        predicted = (rotation(ar).T @ np.diag(analytic_amplitudes(energy))
                     @ rotation(al))
        assert np.allclose(t_test, predicted, atol=1e-11)
        assert np.allclose(channels(t_test), analytic_channels(energy), atol=1e-11)

# General identities and counting, on random unitary scattering matrices
for _ in range(30):
    z = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    s_matrix = np.linalg.qr(z)[0]
    r_test, t_test = s_matrix[:2, :2], s_matrix[2:, :2]
    tau, c = channels(t_test), column_sums(t_test)
    lost = abs(t_test[0, 1])**2 + abs(t_test[1, 0])**2
    assert np.isclose(tau.sum() - diagonals(t_test).sum(), lost)
    overlap = (t_test.conj().T @ t_test)[0, 1]
    excess = np.sum(c * (1 - c)) - np.sum(tau * (1 - tau))
    assert np.isclose(excess, 2 * abs(overlap)**2)
    assert np.allclose(pair_counting(r_test, t_test), independent_counting(tau))

# Main example
r, t = scatter(0.0, ANGLE, ANGLE)
T, D, C = channels(t), diagonals(t), column_sums(t)
assert np.max(np.abs(np.sort(D) - np.sort(T))) > 0.05
assert np.allclose(np.sort(np.abs(np.linalg.eigvals(t))**2), np.sort(T))
prob = pair_counting(r, t)
numbers = np.arange(3)
variance = prob @ numbers**2 - (prob @ numbers)**2
assert np.isclose(variance, np.sum(T * (1 - T)))

# Extremal transmitted probability over incoming mixtures
mix, phi = np.meshgrid(np.linspace(0, np.pi/2, 181), np.linspace(0, 2*np.pi, 181))
incoming = np.array([np.cos(mix).ravel(), (np.exp(1j*phi)*np.sin(mix)).ravel()])
passed = np.sum(np.abs(t @ incoming)**2, axis=0)
# Tolerance covers the finite spacing of the mixture grid
assert abs(passed.max() - T[0]) < 2e-4 and abs(passed.min() - T[1]) < 2e-4

# Right lead relabelled by 90 degrees relative to the left lead
_, t_cross = scatter(0.0, 0.0, np.pi / 2)
assert np.allclose(channels(t_cross), T) and np.allclose(diagonals(t_cross), 0)
eig_cross = np.abs(np.linalg.eigvals(t_cross))**2
assert np.max(np.abs(np.sort(eig_cross) - np.sort(T))) > 0.1

# Current and noise from transfer probabilities integrated over energy
grid = np.linspace(-1.5, 1.5, 30001)
step = grid[1] - grid[0]


def integrated(tau, volts):
    f_left = expit(-(grid - volts / 2) / KT)[:, None]
    f_right = expit(-(grid + volts / 2) / KT)[:, None]
    forward = tau * f_left * (1 - f_right)
    backward = tau * f_right * (1 - f_left)
    var = forward + backward - (forward - backward)**2
    current = 2 * e / h * np.sum(forward - backward) * step * e
    noise = 4 * e**2 / h * np.sum(var) * step * e
    return current, noise


x = VOLTAGE / (2 * KT)
I = G0 * T.sum() * VOLTAGE
S_formula = 2 * G0 * e * (2 * KT * np.sum(T**2)
                          + VOLTAGE / np.tanh(x) * np.sum(T * (1 - T)))
I_flat, S_flat = integrated(T[None, :], VOLTAGE)
assert np.isclose(I_flat, I, rtol=1e-7)
assert np.isclose(S_flat, S_formula, rtol=1e-7)
S_thermal = integrated(T[None, :], 0.0)[1]
assert np.isclose(S_thermal, 4 * KT * e * G0 * T.sum(), rtol=1e-7)
S_shot = 2 * e * I * fano(T)
S_excess = S_flat - S_thermal
reduction = 1 / np.tanh(x) - 1 / x
assert np.isclose(S_excess, S_shot * reduction, rtol=1e-6)

# Sizes of neglected effects
I_window, S_window = integrated(analytic_channels(grid), VOLTAGE)
G_shift = [channels(scatter(0, ANGLE, ANGLE, LEVELS + d)[1]).sum()
           for d in (-VOLTAGE / 2, VOLTAGE / 2)]
R_SERIES, BYPASS, SPLIT, FLICKER = 500.0, 0.1, 0.2, 1e-8
G_series = 1 / (1 / (G0 * T.sum()) + R_SERIES)
T_bypass = channels(scatter(0, ANGLE, ANGLE, bypass=BYPASS)[1])
T_split = channels(scatter(0, ANGLE, ANGLE, lead_levels=(0, SPLIT))[1])
delta_k = abs(np.arccos(SPLIT / (2 * GAMMA)) - np.pi / 2)
corner = FLICKER * I**2 / S_excess


def pair(p):
    return f"{p[0]:.4f}, {p[1]:.4f}"


def cnum(z):
    return f"{z.real:.4f}{z.imag:+.4f}i"


print(f"hopping gamma = {GAMMA:.1f} eV; energy E = 0 eV")
print(f"constriction energies = {LEVELS[0]:.1f}, {LEVELS[1]:.1f} eV")
print(f"voltage = {VOLTAGE:.2f} V; temperature = {TEMPERATURE:.0f} K")
print(f"kT = {1000*KT:.2f} meV; G0 = {G0*1e6:.3f} uS")
amp = analytic_amplitudes(0.0)
print("principal amplitudes t1, t2 =", cnum(amp[0]), cnum(amp[1]))
print(f"common lead angle = {np.rad2deg(ANGLE):.0f} degrees")
print("t row 1 =", cnum(t[0, 0]), cnum(t[0, 1]))
print("t row 2 =", cnum(t[1, 0]), cnum(t[1, 1]))
print("eigenchannel transmissions =", pair(T))
print("squared diagonals =", pair(D))
print("column sums =", pair(C))
print(f"sums: channels {T.sum():.4f}, diagonals {D.sum():.4f}, columns {C.sum():.4f}")
print(f"conductance = {G0*T.sum()*1e6:.3f} uS = {T.sum():.4f} G0")
print(f"conductance from diagonals = {G0*D.sum()*1e6:.3f} uS")
print(f"Fano: channels {fano(T):.4f}, diagonals {fano(D):.4f}, columns {fano(C):.4f}")
print("pair counting P0, P1, P2 =", ", ".join(f"{p:.4f}" for p in prob))
for name, values in (("diagonals", D), ("columns", C)):
    guess = independent_counting(values)
    print(f"P0, P1, P2 guessed from {name} =", ", ".join(f"{p:.4f}" for p in guess))
print(f"variance of transmitted number = {variance:.4f}")
print(f"scan of mixtures: max {passed.max():.4f}, min {passed.min():.4f}")
for degrees in (0, 15, 30, 45):
    a = np.deg2rad(degrees)
    ta = scatter(0.0, a, a)[1]
    lost = 0.5 * np.sin(2 * a)**2 * abs(amp[0] - amp[1])**2
    assert np.isclose(T.sum() - diagonals(ta).sum(), lost)
    print(f"angle {degrees} deg: diagonals {pair(diagonals(ta))};",
          f"sum {diagonals(ta).sum():.4f}; channels {pair(channels(ta))}")
print("angles 0 and 90 deg: diagonals", pair(diagonals(t_cross)))
print("angles 0 and 90 deg: channels", pair(channels(t_cross)))
print("angles 0 and 90 deg: |eigenvalues of t|^2", pair(eig_cross))
print(f"current = {I*1e6:.3f} uA")
print(f"zero-temperature shot noise = {S_shot*1e24:.4f} x 1e-24 A^2/Hz")
print(f"equilibrium thermal noise = {S_thermal*1e24:.4f} x 1e-24 A^2/Hz")
print(f"total noise at bias = {S_flat*1e24:.4f} x 1e-24 A^2/Hz")
print(f"excess noise = {S_excess*1e24:.4f} x 1e-24 A^2/Hz")
print(f"thermal reduction factor coth(x)-1/x = {reduction:.4f}; x = {x:.4f}")
print(f"energy-window change: current {100*(I_window/I-1):.4f} %,",
      f"noise {100*(S_window/S_flat-1):.4f} %")
print(f"level shift -/+ {VOLTAGE/2:.3f} eV: conductance change",
      ", ".join(f"{100*(g/T.sum()-1):+.2f} %" for g in G_shift))
print(f"assumed series resistance {R_SERIES:.0f} ohm: conductance change",
      f"{100*(G_series/(G0*T.sum())-1):.2f} %")
print(f"assumed bypass hopping {BYPASS:.1f} eV: channels {pair(T_bypass)};",
      f"sum {T_bypass.sum():.4f}")
print(f"assumed lead splitting {SPLIT:.1f} eV: channels {pair(T_split)};",
      f"sum {T_split.sum():.4f}")
print(f"relative mode phase from that splitting = {delta_k:.4f} rad per site")
print(f"assumed flicker strength f*S/I^2 = {FLICKER:.0e} (dimensionless)")
print(f"frequency where flicker equals excess noise = {corner/1e6:.3f} MHz")
print("all good")
```

It prints:

```
hopping gamma = 1.0 eV; energy E = 0 eV
constriction energies = 1.0, 4.0 eV
voltage = 0.10 V; temperature = 300 K
kT = 25.85 meV; G0 = 77.481 uS
principal amplitudes t1, t2 = 0.8000-0.4000i 0.2000-0.4000i
common lead angle = 30 degrees
t row 1 = 0.6500-0.4000i -0.2598-0.0000i
t row 2 = -0.2598-0.0000i 0.3500-0.4000i
eigenchannel transmissions = 0.8000, 0.2000
squared diagonals = 0.5825, 0.2825
column sums = 0.6500, 0.3500
sums: channels 1.0000, diagonals 0.8650, columns 1.0000
conductance = 77.481 uS = 1.0000 G0
conductance from diagonals = 67.021 uS
Fano: channels 0.3200, diagonals 0.5155, columns 0.4550
pair counting P0, P1, P2 = 0.1600, 0.6800, 0.1600
P0, P1, P2 guessed from diagonals = 0.2996, 0.5359, 0.1646
P0, P1, P2 guessed from columns = 0.2275, 0.5450, 0.2275
variance of transmitted number = 0.3200
scan of mixtures: max 0.8000, min 0.2000
angle 0 deg: diagonals 0.8000, 0.2000; sum 1.0000; channels 0.8000, 0.2000
angle 15 deg: diagonals 0.7373, 0.2177; sum 0.9550; channels 0.8000, 0.2000
angle 30 deg: diagonals 0.5825, 0.2825; sum 0.8650; channels 0.8000, 0.2000
angle 45 deg: diagonals 0.4100, 0.4100; sum 0.8200; channels 0.8000, 0.2000
angles 0 and 90 deg: diagonals 0.0000, 0.0000
angles 0 and 90 deg: channels 0.8000, 0.2000
angles 0 and 90 deg: |eigenvalues of t|^2 0.4000, 0.4000
current = 7.748 uA
zero-temperature shot noise = 0.7945 x 1e-24 A^2/Hz
equilibrium thermal noise = 1.2837 x 1e-24 A^2/Hz
total noise at bias = 1.7013 x 1e-24 A^2/Hz
excess noise = 0.4176 x 1e-24 A^2/Hz
thermal reduction factor coth(x)-1/x = 0.5256; x = 1.9341
energy-window change: current -0.0243 %, noise -0.0284 %
level shift -/+ 0.050 eV: conductance change +2.00 %, -2.00 %
assumed series resistance 500 ohm: conductance change -3.73 %
assumed bypass hopping 0.1 eV: channels 0.8858, 0.3567; sum 1.2425
assumed lead splitting 0.2 eV: channels 0.8163, 0.2111; sum 1.0274
relative mode phase from that splitting = 0.1002 rad per site
assumed flicker strength f*S/I^2 = 1e-08 (dimensionless)
frequency where flicker equals excess noise = 1.438 MHz
all good
```
